# The HSE energy from PBE0 and its two screening limits

## 1. A hole on a sphere

Take one electron whose exchange hole, a total charge deficit of one electron, is spread over a sphere of radius $R$ around it. In Hartree atomic units, used throughout, its exchange energy is $-1/(2R)$. Suppose that Fock exchange gives the radius $R_F$ and PBE exchange the radius $R_P$. A hybrid with Fock fraction $a$ has the exchange energy

$$e_{\rm PBE0}=-\frac{a}{2R_F}-\frac{1-a}{2R_P}.$$

Now split the interaction with a parameter $\omega>0$ (an inverse length):

$$\frac1u=\underbrace{\frac{\operatorname{erfc}(\omega u)}{u}}_{\text{short range, SR}}+\underbrace{\frac{\operatorname{erf}(\omega u)}{u}}_{\text{long range, LR}} .$$

Use the Fock hole at short range only, and the PBE hole for everything else:

$$e_{\rm HSE}=-\frac{a\operatorname{erfc}(\omega R_F)}{2R_F}-\frac{(1-a)\operatorname{erfc}(\omega R_P)}{2R_P}-\frac{\operatorname{erf}(\omega R_P)}{2R_P}.$$

Subtracting, with $1-\operatorname{erfc}=\operatorname{erf}$, gives

$$e_{\rm HSE}-e_{\rm PBE0}=a\left[\frac{\operatorname{erf}(\omega R_F)}{2R_F}-\frac{\operatorname{erf}(\omega R_P)}{2R_P}\right].$$

For small $\omega$, $\operatorname{erf}(x)=\frac{2}{\sqrt\pi}(x-\frac{x^3}{3}+\dots)$, so each fraction is $\frac{1}{\sqrt\pi}(\omega-\frac{\omega^3R^2}{3}+\dots)$. The linear terms are equal because both holes hold one electron, and $a\omega^3(R_P^2-R_F^2)/(3\sqrt\pi)$ remains. For $\omega\to\infty$ both erfc terms vanish and $e_{\rm HSE}\to-1/(2R_P)$, the pure PBE value. The general case has the same structure.

## 2. Splitting Fock exchange

Consider a closed-shell determinant of $N$ electrons in real orthonormal orbitals $\phi_i$, with

$$\gamma(\mathbf r,\mathbf r')=2\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r'),\qquad \rho(\mathbf r)=\gamma(\mathbf r,\mathbf r).$$

Fock exchange is $-\frac12\sum_\sigma\iint\gamma_\sigma^2/u$ with $u=|\mathbf r-\mathbf r'|$. Each spin has $\gamma_\sigma=\gamma/2$, and two spins times $\frac12\cdot\frac14$ give $\frac14$:

$$E_x^{\rm HF,SR}=-\frac14\iint\gamma^2\,\frac{\operatorname{erfc}(\omega u)}{u},\qquad E_x^{\rm HF,LR}=-\frac14\iint\gamma^2\,\frac{\operatorname{erf}(\omega u)}{u}.$$

Orthonormality gives $\int\gamma(\mathbf r,\mathbf r')^2d\mathbf r'=4\sum_i\phi_i(\mathbf r)^2=2\rho(\mathbf r)$. The Fock hole $h^{\rm HF}=-\gamma^2/(2\rho)$ therefore integrates to $-1$, and $E_x^{\rm HF}=\frac12\int\rho\int h^{\rm HF}/u$.

## 3. Splitting PBE exchange

An exchange energy density has no range in it, so the split needs a model hole. Let

$$h^{\rm PBE}(\mathbf r,u)=\rho(\mathbf r)\,J(s,y),\quad y=k_Fu,\quad k_F=(3\pi^2\rho)^{1/3},\quad s=\frac{|\nabla\rho|}{2k_F\rho}.$$

For either kernel $f=\operatorname{erfc}$ or $\operatorname{erf}$,

$$\frac12\int\!\rho\int_0^\infty\!4\pi u^2\,\rho J\,\frac{f(\omega u)}{u}\,du\,d\mathbf r=\int\!\rho\,\frac{2\pi\rho}{k_F^2}\int_0^\infty\! yJ\,f\!\left(\frac{\omega y}{k_F}\right)dy\,d\mathbf r .$$

With $\rho=k_F^3/(3\pi^2)$ the prefactor is $2k_F/(3\pi)$. Dividing by the local-density value $\varepsilon_x^{\rm LDA}=-3k_F/(4\pi)$ gives $-8/9$, so

$$E_x^{\rm PBE,SR}=\int\rho\,\varepsilon_x^{\rm LDA}F_{\rm SR},\qquad F_{\rm SR}=-\frac89\int_0^\infty yJ(s,y)\operatorname{erfc}\!\left(\frac{\omega y}{k_F}\right)dy,$$

and the LR part has erf in place of erfc.

The limits below use four properties of $J$:

1. $J\le0$.
2. The hole holds one electron: $4\pi\rho k_F^{-3}\int y^2J\,dy=-1$, or $\int_0^\infty y^2J\,dy=-3\pi/4$.
3. $|J|\le J_{\max}$.
4. $J(s,0)=-\frac12$, hence $J_{\max}\ge\frac12$.

The Ernzerhof–Perdew hole, with large $s$ mapped below a maximum, has property 2 by construction, since one of its coefficients is fixed by it. A quadrature on a grid of $s$ confirms this, and properties 1 and 4 pass numerical tests on the same grid; the largest $|J|$ on that grid is 1.859, and a finer grid that reaches the maximal $s$ gives 1.87.

Its full-range energy reproduces the closed PBE formula approximately. Write $\delta=E_x^{\rm hole}-E_x^{\rm closed}$. Below, "PBE exchange" means the energy of the hole, so that SR and LR add up to it. Section 8 gives the effect of $\delta$.

## 4. From PBE0 to HSE

Insert both splits into $E_{xc}^{\rm PBE0}=aE_x^{\rm HF}+(1-a)E_x^{\rm PBE}+E_c^{\rm PBE}$:

$$E_{xc}^{\rm PBE0}=aE_x^{\rm HF,SR}+(1-a)E_x^{\rm PBE,SR}+\left[aE_x^{\rm HF,LR}+(1-a)E_x^{\rm PBE,LR}\right]+E_c^{\rm PBE}.$$

The bracket equals

$$E_x^{\rm PBE,LR}+a\left(E_x^{\rm HF,LR}-E_x^{\rm PBE,LR}\right).$$

The two terms in parentheses are not equal. They share their leading term at small $\omega$ (Section 5) and differ by about 1% for the beryllium atom at $\omega=0.11$ (Section 7), but they need not be that close: for restricted Hartree–Fock H$_2$ stretched to 10 bohr, where half of the Fock hole sits on the other atom, the Fock value is 11 to 12% smaller in magnitude than the PBE value at the same $\omega$ (11.8% in cc-pVTZ, 11.1% in aug-cc-pVTZ). HSE treats the two terms as if they cancelled and drops their difference:

$$\boxed{E_{xc}^{\rm HSE}=aE_x^{\rm HF,SR}+(1-a)E_x^{\rm PBE,SR}+E_x^{\rm PBE,LR}+E_c^{\rm PBE}}$$

This step is an approximation to PBE0, or equally the definition of a new functional. What was dropped gives the first identity below. The second follows from $(1-a)E_x^{\rm PBE,SR}+E_x^{\rm PBE,LR}=E_x^{\rm PBE}-aE_x^{\rm PBE,SR}$:

$$E^{\rm HSE}-E^{\rm PBE0}=-a\left(E_x^{\rm HF,LR}-E_x^{\rm PBE,LR}\right),\tag{A}$$

$$E^{\rm HSE}-E^{\rm PBE}=a\left(E_x^{\rm HF,SR}-E_x^{\rm PBE,SR}\right).\tag{B}$$

Both hold for the same orbitals on the two sides.

The step changes the physics far from a molecule. The Fock operator of PBE0, acting on $\phi_i$, contains the self-term $-a\,\phi_i(\mathbf r)\int\phi_i(\mathbf r')^2/u\,d\mathbf r'$, which tends to $-a\phi_i(\mathbf r)/r$ outside the molecule. In HSE the kernel is $\operatorname{erfc}(\omega u)/u$, and for a localized orbital this $1/r$ tail is lost.

## 5. The limit $\omega\to0$: PBE0

Since $e^{-t^2}\le1$, $\operatorname{erf}(x)\le2x/\sqrt\pi$, so the LR kernel is at most $2\omega/\sqrt\pi$. Both holes are non-positive and hold one electron, hence

$$0\ \ge\ E_x^{\rm LR}=\frac12\int\rho\int h\,\frac{\operatorname{erf}(\omega u)}{u}\ \ge\ -\frac12\cdot\frac{2\omega}{\sqrt\pi}\,N=-\frac{\omega N}{\sqrt\pi}$$

for Fock and PBE alike. Two numbers in the same interval differ by no more than its length, so (A) gives

$$\left|E^{\rm HSE}-E^{\rm PBE0}\right|\le\frac{a\,\omega N}{\sqrt\pi}\ \longrightarrow\ 0 .$$

The bound does not depend on the orbitals, so it also covers separately minimized energies: if $E_1[\Phi]\le E_2[\Phi]+\epsilon$ for every determinant $\Phi$, the same holds for the lowest values, and the roles of 1 and 2 can be exchanged.

**Rate.** Define the second moment $M=\int\rho\int u^2|h|$ for each hole and assume that both are finite. From $1-t^2\le e^{-t^2}\le1$ one finds

$$0\le\frac{2\omega}{\sqrt\pi}-\frac{\operatorname{erf}(\omega u)}{u}\le\frac{2\omega^3u^2}{3\sqrt\pi},$$

and the middle expression divided by $\omega^3$ tends to $2u^2/(3\sqrt\pi)$ at each $u$. The upper bound is integrable, so the limit may be taken under the integral:

$$E_x^{\rm LR}=-\frac{\omega N}{\sqrt\pi}+\frac{\omega^3M}{3\sqrt\pi}+o(\omega^3).$$

In (A) the linear terms cancel, and

$$E^{\rm HSE}-E^{\rm PBE0}=\frac{a\,\omega^3}{3\sqrt\pi}\left(M_{\rm PBE}-M_{\rm HF}\right)+o(\omega^3).$$

This derivation needs both moments finite. The Fock hole of the uniform gas falls off as $\cos^2(k_Fu)/u^4$, so $\int u^2\cdot u^2|h|\,du$ grows without limit, and the LR energy acquires a term $3\omega^2/(2\pi k_F)$ per electron; for the Fock hole the next term is of order $\omega^4$, with no cubic term. The model hole at $s=0$ has the same averaged tail, $J\to-9/(4y^4)$, so these quadratic terms cancel in (A). The LR energy of the model hole does have a cubic term, so the difference still falls as $\omega^3$, but the formula above no longer gives its coefficient.

The cancellation of the linear terms needs one common $\omega$. If the Fock part uses $\omega_1$ and the PBE part $\omega_2$, (A) leaves the linear term $a(\omega_1-\omega_2)N/\sqrt\pi$.

## 6. The limit $\omega\to\infty$: PBE

The SR kernel has a finite volume integral. With $x=\omega u$ and one integration by parts,

$$\int\frac{\operatorname{erfc}(\omega u)}{u}\,d^3u=\frac{4\pi}{\omega^2}\int_0^\infty x\operatorname{erfc}(x)\,dx=\frac{4\pi}{\omega^2}\cdot\frac{1}{\sqrt\pi}\int_0^\infty x^2e^{-x^2}dx=\frac{\pi}{\omega^2},$$

because the last integral is $\sqrt\pi/4$.

For Fock exchange, the Cauchy–Schwarz inequality gives $\gamma(\mathbf r,\mathbf r')^2\le\rho(\mathbf r)\rho(\mathbf r')\le\frac12[\rho(\mathbf r)^2+\rho(\mathbf r')^2]$, hence $|E_x^{\rm HF,SR}|\le\frac{\pi}{4\omega^2}\int\rho^2$. For PBE, $|h|\le J_{\max}\rho$ gives $|E_x^{\rm PBE,SR}|\le\frac{\pi J_{\max}}{2\omega^2}\int\rho^2$, which is the larger bound since $J_{\max}\ge\frac12$. Both energies are non-positive, so (B) yields

$$\left|E^{\rm HSE}-E^{\rm PBE}\right|\le\frac{a\pi J_{\max}}{2\omega^2}\int\rho^2\ \longrightarrow\ 0 .$$

This bound contains the density. In a fixed finite basis with orthonormal functions $\chi_\mu$, every determinant has $\rho\le2\sum_\mu\chi_\mu^2$, so $\int\rho^2$ has a common upper bound and minimized energies converge as well.

**Leading term.** At large $\omega$ the kernel samples the hole at $u=0$. Substituting $\mathbf u=\mathbf x/\omega$ and taking the limit under the integral, which the bounds above allow for continuous orbitals,

$$\omega^2E_x^{\rm HF,SR}\to-\frac{\pi}{4}\int\gamma(\mathbf r,\mathbf r)^2d\mathbf r=-\frac\pi4\int\rho^2,$$

$$\omega^2E_x^{\rm PBE,SR}\to\frac{\pi}{2}\int\rho^2J(s,0)=-\frac\pi4\int\rho^2.$$

The leading terms are equal, so the difference (B) falls faster than $\omega^{-2}$. The approach to PBE0 was accelerated by the equal charge of the two holes; the approach to PBE is accelerated by their equal depth at zero separation.

## 7. Worked example: the beryllium atom

The orbitals are those of a PBE0 calculation for the free atom in the s functions of the def2-TZVP basis; the full basis gives the same energy to the digits printed. They are kept fixed while $\omega$ varies, and $a=1/4$. The numbers compare functionals within this basis and are not estimates of the true energy of the atom. They are not converged to the digits shown. In a near-complete set of uncontracted s functions the total energy is lower by $0.0011$ and the Fock exchange is weaker by $0.004$. HSE − PBE0 at $\omega=0.11$ moves from $0.000616$ to $0.000630$, and HSE − PBE moves from $-0.00573$ to $-0.00525$ at $\omega=0.11$ and from $-0.00167$ to $-0.00130$ at $\omega=1$. The moment $M_{\rm PBE}$, which weights the density tail, rises from 72 to about 78 bohr², and the entry at $\omega=0.002$ rises to $1.6\times10^{-8}$. The signs, the crossing of the PBE value and the observed power of $1/\omega$ at large $\omega$ do not change. Energies are in hartree, $\omega$ in bohr$^{-1}$.

At $\omega=0.11$ the pieces are

- Fock: SR $-2.426823$, LR $-0.240615$;
- PBE: SR $-2.403887$, LR $-0.238151$;
- PBE correlation: $-0.085794$.

The boxed formula gives

$$E_{xc}^{\rm HSE}=-0.606706-1.802915-0.238151-0.085794=-2.733566 .$$

PBE0 with the same hole-based exchange has $-2.734182$, which is lower by $0.000616$. Identity (A) gives the same number: $-\frac14(-0.240615+0.238151)=0.000616$. The two LR energies differ by about 1% of either, and so do the two SR energies. The full exchange energies also differ by about 1%, so at this $\omega$ the dropped term is roughly the same fraction of the distance between PBE0 and PBE as the LR part is of the exchange energy, about a tenth. The two fractions need not agree at other $\omega$: at $\omega=1$ the LR part is about half of the exchange energy, but the LR energies differ by 1.4%, and the dropped term, $0.00468$, is about three quarters of the distance. From (B), the distance to PBE is $\frac14(-2.426823+2.403887)=-0.005734$.

| $\omega$ | HSE − PBE0 | HSE − PBE |
|---|---|---|
| 0.002 | $1.43\times10^{-8}$ | $-0.00635$ |
| 0.11 | $0.00062$ | $-0.00573$ |
| 1 | $0.00468$ | $-0.00167$ |
| 3 | $0.01029$ | $0.00394$ |
| 10 | $0.00658$ | $0.00023$ |
| 100 | $0.00635$ | $2.9\times10^{-8}$ |

**Small $\omega$.** The moments are $M_{\rm HF}=33.5$ and $M_{\rm PBE}=72.3$ bohr². At $\omega=0.002$ the cubic law predicts $0.0470\times38.8\times8\times10^{-9}=1.46\times10^{-8}$, 2% above the computed value. At $\omega=0.11$ it predicts $0.0024$, about four times too much. The cubic law describes the limit and should not be used to estimate the effect of screening at this $\omega$.

**Large $\omega$.** With $\int\rho^2=8.373$ bohr$^{-3}$ the common leading term at $\omega=100$ is $-\pi\times8.373/(4\times10^4)=-0.000658$. Both SR energies are $-0.000657$. Between $\omega=50$ and 100 the difference (B) falls with the observed power 3.98 of $1/\omega$.

**Between the limits.** HSE does not have to lie between PBE0 and PBE. At $\omega=3$ the SR Fock energy, $-0.461$, is weaker than the SR PBE energy, $-0.477$, while at $\omega=1$ the order is reversed. The HSE energy therefore crosses the PBE value and approaches it from above.

The bounds of Sections 5 and 6 are guarantees, not estimates: at $\omega=0.11$ the first one is $0.062$, a hundred times the actual difference.

## 8. Points for an implementation

**Which full-range PBE exchange.** Two natural choices, both with the SR part taken from the hole, are the following.

- *Hole throughout.* The limits, measured from functionals with the closed PBE formula, are PBE0 $+(1-a)\delta$ and PBE $+\,\delta$.
- *Closed formula for the full range*, with $E_x^{\rm PBE,LR}=E_x^{\rm closed}-E_x^{\rm PBE,SR}$. The limits are PBE0 $-\,a\delta$ and PBE.

For beryllium $\delta=-0.0040$ hartree, larger than the screening effect at $\omega=0.11$. The total energies show the consequence. HSE with the hole throughout gives $-14.637905$, and PBE0 with the closed formula gives $-14.635493$. Their difference, $-0.002412$, has the opposite sign to the $+0.000616$ found above, because it contains $(1-a)\delta=-0.003028$. Of these two choices, a check of the limit $\omega\to0$ recovers PBE0 exactly when the hole-based exchange is used throughout in both HSE and PBE0; with the second choice and closed-formula PBE0 the offset $-a\delta$ remains. Taking instead the LR part from the hole and $E_x^{\rm PBE,SR}=E_x^{\rm closed}-E_x^{\rm PBE,LR}$ removes the offset at $\omega\to0$ and moves it to the other limit, which becomes PBE $+\,a\delta$.

An independent implementation of the HSE06 semilocal part and mixing coefficients, combined with the same Fock terms, gives $-14.637813$. This lies within $0.0001$ of the hole-based total and about $0.004$ from what the closed formula would give, so it evidently uses the hole throughout. The remaining $0.0001$ matches the effect of the mapping of large $s$: a smooth mapping, $s\to s-\ln(1+e^{s-s_{\max}})$ with $s_{\max}\approx8.57$, raises the full-range exchange of the hole by $0.000125$, and $(1-a)$ times this is $0.0001$.

**Short-range Fock exchange.** It can be computed from erfc integrals or as the full value minus the LR value. The subtraction loses relative accuracy as $\omega$ grows: at $\omega=100$ it reads $-2.667438+2.666781=-0.000657$, and three or four leading digits cancel. An absolute error in either value passes unchanged into the difference, but a relative error is magnified by about $2.667/0.000657\approx4000$, so the full and LR values need a relative accuracy that much better than the one wanted for the SR energy.

**Useful checks.** Identities (A) and (B) test the bookkeeping at any $\omega$. The linear coefficient $-N/\sqrt\pi$ of each LR energy tests the normalization of the hole, and the coefficient $-\frac\pi4\int\rho^2$ of each SR energy tests its value at zero separation. The numerical check carries out the last two checks for this atom.

## Calculated quantities

```
Be atom, s part of def2-TZVP, PBE0 orbitals; hartree
Fock fraction a = 0.25, electrons N = 4
PBE0 total energy (SCF)         -14.635493
  same with full def2-TZVP      -14.635493
full Fock exchange              -2.667438
PBE exchange, closed form       -2.638002
PBE exchange, model hole        -2.642039
hole minus closed form          -0.004037
PBE correlation                 -0.085794
E_xc PBE0 (hole exchange)       -2.734182
E_xc PBE  (hole exchange)       -2.727833
largest misfit of F_x, s<=3     0.0061
largest |J| of model hole       1.859
integral of rho^2 (bohr^-3)     8.3732
omega(1/bohr)  HF_SR  HF_LR  PBE_SR  PBE_LR
  0.002  -2.662924  -0.004513  -2.637525  -0.004513
  0.010  -2.644877  -0.022561  -2.619484  -0.022555
  0.050  -2.555372  -0.112066  -2.530451  -0.111588
  0.110  -2.426823  -0.240615  -2.403887  -0.238151
  0.300  -2.091646  -0.575792  -2.073107  -0.568932
  1.000  -1.341031  -1.326407  -1.334337  -1.307702
  3.000  -0.460949  -2.206488  -0.476710  -2.165329
 10.000  -0.061620  -2.605818  -0.062545  -2.579494
 50.000  -0.002623  -2.664815  -0.002625  -2.639414
100.000  -0.000657  -2.666781  -0.000657  -2.641382
omega(1/bohr)  HSE-PBE0  bound  HSE-PBE  bound
  0.002   1.432e-08  1.13e-03  -6.350e-03  1.53e+06
  0.010   1.640e-06  5.64e-03  -6.348e-03  6.11e+04
  0.050   1.195e-04  2.82e-02  -6.230e-03  2.45e+03
  0.110   6.160e-04  6.21e-02  -5.734e-03  5.05e+02
  0.300   1.715e-03  1.69e-01  -4.635e-03  6.79e+01
  1.000   4.676e-03  5.64e-01  -1.673e-03  6.11e+00
  3.000   1.029e-02  1.69e+00   3.940e-03  6.79e-01
 10.000   6.581e-03  5.64e+00   2.311e-04  6.11e-02
 50.000   6.350e-03  2.82e+01   4.611e-07  2.45e-03
100.000   6.350e-03  5.64e+01   2.922e-08  6.11e-04
at omega = 0.11 1/bohr:
  E_xc HSE                      -2.733566
  discarded a*(HF_LR-PBE_LR)    -0.000616
  HSE total, four-term formula  -14.637905
  HSE06 total, library mixing   -14.637813
SR PBE check, own / library     0.037510 0.037509
hole moment M_HF  (bohr^2)      33.517
  from LR energy at 0.002       33.516
hole moment M_PBE (bohr^2)      72.345
  from LR energy at 0.002       71.600
order in omega, 0.002 to 0.004  2.972
SR/leading term at 100: HF 0.99927 PBE 0.99945
order in 1/omega, 50 to 100     3.980
```
